\section*{Critical slowing down of fluorocarbon film thickness near the etch-deposition threshold}

\section{The film balance}

\textbf{Q:} A fluorocarbon plasma deposits film and removes it at the same time. If both rates are constant, the film either grows for ever or disappears. Why should there be a steady thickness at all?

\textbf{A:} With two constant rates there would be none, except at perfect balance. A steady thickness needs a rate that depends on thickness. Here it is the removal rate, because fluorine that passes through a thin film is spent on the substrate instead of the film.

Let $h$ be the mean film thickness and $J(z)$ the flux of activated fluorine at depth $z$ below the film surface. I assume that a slab of thickness $dz$ absorbs a fraction $dz/\lambda$ of the flux, with $\lambda$ constant. Then
\begin{equation}
\frac{dJ}{dz}=-\frac{J}{\lambda},\qquad J(h)=J_0e^{-h/\lambda}.
\end{equation}
The film absorbs $J_0(1-e^{-h/\lambda})$. If each absorbed atom removes a film volume $v$, this contributes a removal rate $E(1-e^{-h/\lambda})$, with $E=vJ_0$.

\textbf{Q:} An oxide substrate releases oxygen when it is etched. Does that oxygen not remove film too?

\textbf{A:} It does. The release is proportional to the fluorine reaching the substrate. If all the oxygen is used on the film or on its arriving precursors, it adds a removal rate $Ce^{-h/\lambda}$, where $C$ is the value on a bare surface. An oxygen-free substrate has $C=0$. With deposition rate $D$,
\begin{align}
\frac{dh}{dt}&=D-E\left(1-e^{-h/\lambda}\right)-Ce^{-h/\lambda}\nonumber\\
&=-(E-D)+(E-C)e^{-h/\lambda}\nonumber\\
&=-\varepsilon+Ae^{-h/\lambda},\label{eq:film}
\end{align}
where $\varepsilon=E-D$ and $A=E-C$. All rates are thickness per unit time. The model takes $D$, $E$, $C$ and $\lambda$ as independent of $h$ and $t$, the film as laterally uniform, and fluorine transport as fast compared with changes of $h$. Below about a monolayer, $h$ means average coverage. Ion bombardment, which drives much of the film removal in a real etch plasma, and changes of film composition with thickness are not described separately, so the results below are properties of this balance, not predictions for a given reactor. Until I say otherwise, $C<E$.

\section{Steady state and its relaxation}

\textbf{Q:} Then find the steady state, and show that it is stable.

\textbf{A:} Setting \eqref{eq:film} to zero gives $e^{-h_*/\lambda}=\varepsilon/A$, so
\begin{equation}
h_*=\lambda\ln\frac{A}{\varepsilon}=\lambda\ln\frac{E-C}{E-D}.\label{eq:steady}
\end{equation}
This is positive and finite for $C<D<E$. Now put $h=h_*+\eta$ with $|\eta|\ll\lambda$ and expand the exponential to first order:
\begin{equation}
\frac{d\eta}{dt}=-\varepsilon+Ae^{-h_*/\lambda}\left(1-\frac{\eta}{\lambda}\right)
=-\varepsilon+\varepsilon\left(1-\frac{\eta}{\lambda}\right)
=-\frac{\varepsilon}{\lambda}\eta .
\end{equation}
The disturbance decays as $e^{-\Gamma t}$, with
\begin{equation}
\Gamma=\frac{E-D}{\lambda},\qquad \tau=\frac1\Gamma=\frac{\lambda}{E-D}.\label{eq:tau}
\end{equation}
As $D$ approaches $E$ from below, $\tau$ diverges as the inverse distance from threshold. This is the critical slowing down.

\textbf{Q:} Perhaps the film is slow merely because more material has to be deposited.

\textbf{A:} That cannot explain $\tau$, which describes the decay of a small disturbance around a film already in place. The cause is a weak restoring rate. An extra thickness $\eta$ can intercept only fluorine that still gets through the film, and that fraction is $e^{-h_*/\lambda}=\varepsilon/A$. Near threshold almost all the fluorine is already absorbed, so extra film hardly increases removal.

The thickness itself diverges much more gently. Take round model parameters $\lambda=1.5$ nm and $E=0.80$ nm/s, with $C=0$ for one substrate and $C=0.50$ nm/s for another. At $D/E=0.99$, $\varepsilon=0.0080$ nm/s and
\begin{equation}
\tau=\frac{1.5}{0.0080}=187.5\ \text{s},\qquad
h_*=1.5\ln\frac{0.80}{0.0080}=6.91\ \text{nm}\quad(C=0).
\end{equation}
Other deposition rates give:
\begin{center}
\begin{tabular}{cccc}
$D/E$ & $h_*$, $C=0$ (nm) & $h_*$, $C>0$ (nm) & $\tau$ (s)\\
0.700 & 1.81 & 0.33 & 6.25\\
0.900 & 3.45 & 1.98 & 18.75\\
0.990 & 6.91 & 5.44 & 187.5\\
0.999 & 10.36 & 8.89 & 1875
\end{tabular}
\end{center}
Between the last two rows $\tau$ grows tenfold, while the thickness on the oxygen-free substrate grows by a factor of 1.5.

\textbf{Q:} The film also has an onset at $D=C$, where $h_*$ first becomes positive. Is there slowing at that threshold as well?

\textbf{A:} No. There $\varepsilon\to A$, so $h_*\to0$ and $\tau\to\lambda/(E-C)$, which is finite. For the oxygen-releasing substrate this limit is $1.5/0.30=5.0$ s. Slightly above onset, at $D=0.505$ nm/s, $\tau$ is 5.1 s. The critical threshold is $D=E$, where deposition equals the ceiling of film removal. For $D<C$ a bare surface stays bare, since its balance $D-C$ is negative.

\section{The full transient}

\textbf{Q:} You linearized. A run starts from a bare surface, several $\lambda$ away from the steady film. What happens then?

\textbf{A:} The nonlinear equation becomes linear in the variable $u=e^{h/\lambda}$. By the chain rule and \eqref{eq:film},
\begin{equation}
\frac{du}{dt}=\frac{u}{\lambda}\frac{dh}{dt}
=\frac{u}{\lambda}\left(-\varepsilon+\frac{A}{u}\right)
=\frac{A-\varepsilon u}{\lambda}.\label{eq:u}
\end{equation}
For $\varepsilon\ne0$, subtract the constant solution by setting $w=u-A/\varepsilon$. Then $dw/dt=-\varepsilon w/\lambda$, so $w=w_0e^{-\varepsilon t/\lambda}$. With $u_0=e^{h_0/\lambda}$ and $h_0=h(0)$,
\begin{equation}
h(t)=\lambda\ln\left[u_0e^{-\varepsilon t/\lambda}
+\frac{A}{\varepsilon}\left(1-e^{-\varepsilon t/\lambda}\right)\right].\label{eq:exact}
\end{equation}
For $D>C$ the film cannot become negative, because $dh/dt=D-C>0$ at $h=0$. For $D<C$ the solution holds until the film vanishes.

\textbf{Q:} Your solution divides by $\varepsilon$. What does the film do at threshold, where there is no steady state?

\textbf{A:} At $\varepsilon=0$, equation \eqref{eq:u} is $du/dt=A/\lambda$, hence
\begin{equation}
h(t)=\lambda\ln\left(u_0+\frac{At}{\lambda}\right).
\end{equation}
The growth is logarithmic. With $C=0$ and a bare start, the film is 2.77 nm thick after 10 s, 5.99 nm after 100 s and 9.42 nm after 1000 s. Equation \eqref{eq:exact} joins this law smoothly, since $(1-e^{-\varepsilon t/\lambda})/\varepsilon\to t/\lambda$.

Above threshold, $\varepsilon=-|\varepsilon|$, and \eqref{eq:exact} becomes
\begin{equation}
h=\lambda\ln\left[\left(u_0+\frac{A}{|\varepsilon|}\right)e^{|\varepsilon|t/\lambda}-\frac{A}{|\varepsilon|}\right]
\simeq |\varepsilon|t+\lambda\ln\left(u_0+\frac{A}{|\varepsilon|}\right)
\end{equation}
for $|\varepsilon|t\gg\lambda$. The film then grows at the net rate $D-E$.

\textbf{Q:} How long must I wait for the film to be steady, in a practical sense?

\textbf{A:} Choose a band $\delta<h_*$ and ask when a film grown from a bare surface reaches $h_*-\delta$. With $u_0=1$, $u_*=A/\varepsilon$ and $u=u_*e^{-\delta/\lambda}$ at that moment,
\begin{align}
u_*e^{-\delta/\lambda}&=u_*-(u_*-1)e^{-t/\tau},\nonumber\\
e^{-t/\tau}&=\frac{u_*(1-e^{-\delta/\lambda})}{u_*-1},\nonumber\\
t_{\rm bare}&=\tau\ln\frac{1-\varepsilon/A}{1-e^{-\delta/\lambda}}.
\end{align}
As $\varepsilon\to0$ at fixed $\delta$, the logarithm tends to a constant, so the waiting time inherits the divergence of $\tau$. For $\delta=0.10$ nm and $C=0$, it is 14.9 s at $D/E=0.70$, 512 s at $0.99$ and 5138 s at $0.999$.

\textbf{Q:} Would it help to start with too much film and let it thin?

\textbf{A:} Starting from $h_0>h_*+\delta$, the end condition is $u=u_*e^{\delta/\lambda}$. Since $u_0/u_*=e^{(h_0-h_*)/\lambda}$,
\begin{align}
u_*e^{\delta/\lambda}&=u_*+(u_0-u_*)e^{-t/\tau},\nonumber\\
t_{\rm thick}&=\tau\ln\frac{e^{(h_0-h_*)/\lambda}-1}{e^{\delta/\lambda}-1}.
\end{align}
For a large excess, the numerator is nearly $e^{(h_0-h_*)/\lambda}$, which contributes a time $(h_0-h_*)/\varepsilon$: the film first thins at the small net rate $\varepsilon$. Starting at 12 nm, with $D/E=0.99$ and $C=0$, settling takes 1132 s, against 512 s from a bare surface. A starting film within 0.2 nm of $h_*$ shortens the wait to less than 140 s, but one that is 2 nm too thick needs 694 s, longer than a bare start.

\section{Substrate loss and selectivity}

\textbf{Q:} I care about the substrate, not the film. Near threshold the steady etch rate is tiny, so why should the transient matter?

\textbf{A:} Because the substrate is poorly protected while the film forms. Let its etch rate be $s_0e^{-h/\lambda}$, proportional to the transmitted fluorine, with bare rate $s_0$. Equation \eqref{eq:film} gives $e^{-h/\lambda}=(dh/dt+\varepsilon)/A$, so the loss is
\begin{equation}
L(t)=s_0\int_0^t e^{-h/\lambda}\,dt'
=\frac{s_0}{A}\left[h(t)-h_0+\varepsilon t\right].
\end{equation}
The term $s_0\varepsilon t/A$ is the loss at the steady rate. The rest is the transient excess, which tends to
\begin{equation}
L_{\rm excess}=\frac{s_0}{A}(h_*-h_0).
\end{equation}

Take the oxygen-free substrate with $s_0=1.2$ nm/s, $D/E=0.99$ and $h_0=0$. After 60 s, \eqref{eq:exact} gives $h=5.004$ nm, and
\begin{equation}
L=\frac{1.2}{0.80}\left(5.004+0.0080\times60\right)=8.23\ \text{nm}.
\end{equation}
The steady rate is 0.012 nm/s, which would predict 0.72 nm. The actual loss is about eleven times larger. If the run continues until the film is steady, the excess reaches $1.5\times6.908=10.4$ nm. A film already at $h_*$ when the run begins has no excess.

\textbf{Q:} At least a working point close to threshold should improve the steady selectivity between the two substrates.

\textbf{A:} In this model it does not, once both substrates carry films. Their transmitted fractions are
\begin{equation}
e^{-h_*^{(0)}/\lambda}=\frac{E-D}{E},\qquad
e^{-h_*^{(C)}/\lambda}=\frac{E-D}{E-C},
\end{equation}
where the superscripts mark the oxygen-free and oxygen-releasing substrates. The second divided by the first is $E/(E-C)=0.80/0.30=2.7$, whatever the value of $D$. Equivalently, the thicknesses differ by the fixed amount $\lambda\ln[E/(E-C)]=1.47$ nm. If the bare etch rates do not change with $D$, neither does the selectivity.

For $D<C$ the oxygen-releasing substrate is bare and transmits fraction 1, so the corresponding ratio is $E/(E-D)$. It rises with $D$ until $D=C$ and then stays at $E/(E-C)$. Moving further towards $D=E$ slows both etch rates and lengthens the film transient, without increasing their steady ratio. Over a finite run from bare surfaces the ratio is lower: for 60 s the integrated transmitted fluxes stand in the ratio 2.4 at $D/E=0.70$ and 2.0 at $0.99$. The constant steady ratio also relies on both substrates sharing the same $D$, $E$ and $\lambda$.

\section{Response to a changing plasma}

\textbf{Q:} A slow system averages out disturbances. Does critical slowing not make the thickness more robust?

\textbf{A:} Not against fluctuations of the deposition rate. Slowing increases the thickness response to $D$ at every frequency, strongly for slow disturbances and very little for fast ones. Add a small modulation $\operatorname{Re}(ae^{i\omega t})$ to $D$. The linearized balance is $d\eta/dt=-\Gamma\eta+\operatorname{Re}(ae^{i\omega t})$. Inserting $\eta=\operatorname{Re}(be^{i\omega t})$ gives $i\omega b=-\Gamma b+a$, and therefore
\begin{equation}
\frac{b}{a}=\frac{1}{\Gamma+i\omega},\qquad
\left|\frac{b}{a}\right|=\frac{1}{\sqrt{\Gamma^2+\omega^2}}.
\end{equation}
The expansion requires $|\eta|\ll\lambda$. The static gain is $1/\Gamma=\tau$, so a lasting offset in $D$ is strongly amplified near threshold. At fixed nonzero $\omega$, however, the gain stays below $1/\omega$.

Between $D/E=0.95$ and $0.99$, the static gain rises from 37.5 to 187.5 s, the unit being nm per nm/s. For a modulation period of 60 s, the gain rises merely from 9.25 to 9.54 s, just below the bound $1/\omega=9.55$ s. A modulation of $C$ behaves differently, because it enters multiplied by $e^{-h_*/\lambda}=\varepsilon/A$. Its static gain is $\lambda/A=5.0$ s at either working point, and its gain at the 60 s period falls from 1.23 to 0.25 s.

\textbf{Q:} And if I operate at threshold, is the sensitivity to a constant error in $D$ infinite?

\textbf{A:} Not after a finite run. Expand the bracket in \eqref{eq:exact} to first order in $\varepsilon$, at fixed $A$ and $t$:
\begin{equation}
u=u_0\left(1-\frac{\varepsilon t}{\lambda}\right)
+\frac{At}{\lambda}\left(1-\frac{\varepsilon t}{2\lambda}\right)+O(\varepsilon^2).
\end{equation}
Since $\partial\varepsilon/\partial D=-1$ and $\partial h/\partial D=(\lambda/u)\,\partial u/\partial D$,
\begin{equation}
\left.\frac{\partial h}{\partial D}\right|_{D=E}
=t\,\frac{u_0+At/(2\lambda)}{u_0+At/\lambda}.
\end{equation}
For $C=0$, $h_0=0$ and $t=60$ s, $At/\lambda=32$ and the sensitivity is $60\times17/33=30.9$ s. For long runs the sensitivity approaches $t/2$, so it grows without limit but is finite at any finite time. At $D=E$ there is no steady state to reach.

\section{Where the law changes}

\textbf{Q:} Everything rests on the exponential absorption law. Is the slowing an artefact of it?

\textbf{A:} The exponent depends on it; the slowing is more general. Let the total removal rate be a smooth, concave function $R(h)$ that keeps increasing and approaches a ceiling $E$ only as $h\to\infty$. The relaxation rate is $\Gamma=R'(h_*)$. As $D\to E$, $h_*\to\infty$. The slope $R'$ is positive and non-increasing, and its integral is finite, so it must tend to zero. Hence $\Gamma\to0$.

For a slower approach to the ceiling, take $R=E-E(1+h/\lambda)^{-p}$ with $p>0$; here $\lambda$ is simply a length scale. The steady state satisfies $(1+h_*/\lambda)^{-p}=\varepsilon/E$, and
\begin{equation}
\Gamma=\frac{pE}{\lambda}\left(1+\frac{h_*}{\lambda}\right)^{-p-1}
=\frac{pE}{\lambda}\left(\frac{\varepsilon}{E}\right)^{1+1/p}.
\end{equation}
For $p=2$, $\tau$ grows as $\varepsilon^{-3/2}$: it is 938 s at $\varepsilon/E=0.01$ and about 29\,600 s at $0.001$. By contrast, the linear law $R=kh$ with constant $k$, which has no ceiling, gives $\tau=1/k$ at every $D$ and no critical slowing. A ceiling alone is not enough: $R=E\min(h/\lambda,1)$, which reaches it abruptly at a finite thickness, gives $\tau=\lambda/E$ for every $D<E$.

\textbf{Q:} You also required $C<E$. What if oxygen from the substrate removes film more effectively than the fluorine absorbed in it?

\textbf{A:} Then $A<0$, and thicker film means less removal. For $E<D<C$ there is still a stationary thickness,
\begin{equation}
h_{\rm s}=\lambda\ln\frac{C-E}{D-E},
\end{equation}
but the linearized equation is now $d\eta/dt=[(D-E)/\lambda]\eta$, so deviations grow. With $C=1.20$ nm/s and $D=0.90$ nm/s, $h_{\rm s}=1.5\ln(0.40/0.10)=2.08$ nm. A thinner film clears and a thicker one grows without limit. The initial film then decides between a bare surface and unlimited growth, and no film of nonzero thickness is stable.

\textbf{Q:} Suppose $C<E$, but the plasma drifts. When may I still use the steady formula?

\textbf{A:} The film must have time to follow. A drift of $D$ moves $h_*$ at the rate $\tau\,dD/dt$. Its movement during one relaxation time must be small compared with $\lambda$:
\begin{equation}
\tau^2\left|\frac{dD}{dt}\right|\ll\lambda,
\qquad\text{or}\qquad
\left|\frac{dD}{dt}\right|\ll\frac{(E-D)^2}{\lambda}.
\end{equation}
The permitted drift rate falls as the square of the distance from threshold. If $D$ drifts towards $E$ at a constant rate, the film in this model therefore falls behind before threshold is reached, and the time-dependent balance must replace the steady formula.

All numerical values are calculated from the stated model.
